\section*{Choosing order, cutoff radii and division guard in the cluster-correlation expansion, part 1}

(Sections cited here and not found follow in the second part.)

\section{What symmetry and dimensions fix}

In a field high enough that only secular terms matter, the Hahn echo of an electron spin in a nuclear-spin bath depends on hyperfine couplings $A_i$ and nuclear dipolar couplings $b_{ij}$, all frequencies, and on the delay $\tau$, so the signal $L$ is a function of the products $A_i\tau$ and $b_{ij}\tau$. Reversing every $A_i$ exchanges the two electron states and turns $L$ into $L^*$. Reversing every $A_i$ and every $b_{ij}$ reverses time, which for a real Hamiltonian and a real bath state also gives $L^*$. Together these make $L$ even in the dipolar strength, so $-\ln L$ starts at order $b^2$ and its first correction is of order $b^4$. Both couplings fall as the inverse cube of distance, $A\sim a/R^3$ and $b\sim d/r^3$. A close pair far from the electron feels the hyperfine gradient, enters as its square $a^2/R^8$, and the sum over all such pairs beyond $R$ scales as $R^{-5}$. A widely separated pair enters as $b^2\sim d^2/r^6$, and the sum beyond a separation $r_d$ scales as $r_d^{-3}$. The length separating near from far is $(a\tau)^{1/3}$. These facts govern three settings of a cluster-correlation expansion (CCE): the order $M$, the bath radius $R$ and the pair distance $r_d$. The fourth, a guard on small denominators, comes from the algebra of the expansion.

\section{Model and signal}

Units are nm, $\mu$s and rad/$\mu$s. The electron and the $N$ nuclei have spin $\frac12$, the field along $z$ is high enough that secular terms suffice, and the $\pi$ pulse is instantaneous. With the electron in state $\pm$, the term $S_z\sum_iA_iI_i^z$ gives
\begin{align}
H_\pm&=\pm\tfrac12\sum_iA_iI_i^z+\sum_{i<j}b_{ij}\,(2I_i^zI_j^z-I_i^xI_j^x-I_i^yI_j^y),\\
A&=\frac{a(3\cos^2\theta-1)}{R^3},\qquad b=\frac{d(1-3\cos^2\theta)}{2r^3},
\end{align}
with $a=\mu_0\gamma_e\gamma_n\hbar/4\pi$, $d=\mu_0\gamma_n^2\hbar/4\pi$ and $\theta$ measured from $z$. The nuclear Zeeman term of identical spins commutes with $H_\pm$ and cancels. The bath state $\rho$ is a product of single-spin states diagonal in $I^z$, fully mixed unless stated.

The electron starts along $x$, and $U_\pm=e^{-iH_\pm\tau}$. The pulse $e^{-i\pi S_x}=-i\sigma_x$ exchanges the electron states, so the branch that starts in $+$ ends in $-$ with bath operator $U_-U_+$, and the other ends in $+$ with $U_+U_-$; the phase $-i$ is common. With $S_+=|+\rangle\langle-|$,
\begin{equation}
2\langle S_+\rangle=\mathrm{Tr}[U_-U_+\rho\,(U_+U_-)^\dagger]=\mathrm{Tr}[\rho\,U_-^\dagger U_+^\dagger U_-U_+]\equiv L ,
\end{equation}
so $2\langle S_x\rangle=\mathrm{Re}\,L$ at time $2\tau$, and $|L|\le1$ because $L$ is the average of a unitary operator. If $H_+$ and $H_-$ commute, as for a single spin or pure Ising couplings, $L=1$.

The symmetries of the opening read as follows. Taking the adjoint under the trace gives $L^*=\mathrm{Tr}[\rho\,U_+^\dagger U_-^\dagger U_+U_-]$, which is $L$ with $H_+\leftrightarrow H_-$, so $L(-A,b)=L^*(A,b)$. In the $I^z$ basis $H_\pm$ and $\rho$ are real, because $I^x_iI^x_j+I^y_iI^y_j=\frac12(I^+_iI^-_j+I^-_iI^+_j)$; conjugating each matrix sends $H_\pm\to-H_\pm=H_\pm(-A,-b)$, so $L(-A,-b)=L^*(A,b)$. Hence
\begin{equation}
L(A,-b)=L(A,b).\label{even}
\end{equation}
For mixed $\rho$ a $\pi$ rotation of all nuclei about $x$ sends $A\to-A$ and leaves $\rho$, the dipolar term and the trace unchanged, so $L=L^*$.

\section{The expansion and its exactness}

Let $L_C$ be the signal computed with the spins of a subset $C$ alone, $L_\emptyset=1$. The cluster correlation and the order-$M$ signal are
\begin{equation}
\ell_C=\frac{L_C}{\prod_{D\subsetneq C}\ell_D},\qquad L^{(M)}=\prod_{|C|\le M}\ell_C .\label{rec}
\end{equation}
The computation is: keep the spins within $R$; join two spins if their distance is at most $r_d$; list the connected clusters up to size $M$; diagonalize $H_\pm$ of dimension $2^{|C|}$ for each and form $L_C$; apply (\ref{rec}) in order of increasing size; multiply. The number of pairs grows as $R^3r_d^3$ and each diagonalization as $8^{|C|}$.

Multiplying out (\ref{rec}) for the whole bath $B$ gives $\prod_{C\subseteq B}\ell_C=L_B$, so $L^{(N)}=L$ wherever no $L_C$ of a proper subset vanishes. This is an identity that holds for any nonzero numbers $L_C$, and it says nothing about $M<N$. The recursion has the closed solution
\begin{equation}
\ell_C=\prod_{D\subseteq C}L_D^{(-1)^{|C|-|D|}} .\label{mob}
\end{equation}
To verify it, multiply (\ref{mob}) over all $C\subseteq E$: the exponent of $L_D$ is $\sum_{k}\binom{|E|-|D|}{k}(-1)^k=(1-1)^{|E|-|D|}$, which is 1 for $D=E$ and 0 otherwise. The product is $L_E$, as (\ref{rec}) requires, and (\ref{rec}) has one solution.

In $L^{(M)}$ over all subsets, a set $D$ of size $m$ lies in $\binom{N-m}{k}$ sets of size $m+k$. Pascal's rule $\binom{n}{k}=\binom{n-1}{k}+\binom{n-1}{k-1}$ makes the alternating sum telescope:
\begin{equation}
L^{(M)}=\prod_{|D|\le M}L_D^{\,e},\qquad e=\sum_{k=0}^{M-m}(-1)^k\binom{N-m}{k}=(-1)^{M-m}\binom{N-m-1}{M-m},\label{expo}
\end{equation}
with $e=1$ for $m=N$. At $M=N$ the binomial vanishes for all $m<N$, so at full order a zero of a subcluster signal is a removable singularity. Equation (\ref{expo}) was tested against the recursion for $N=8$, $M=2,\dots,8$.

The physical content is factorization. Let $C=C_1\cup C_2$, both parts nonempty, with no coupling between them. Then $H_\pm$ is a sum of commuting parts and $\rho$ a product, so $L_D=L_{D_1}L_{D_2}$ with $D_k=D\cap C_k$. In (\ref{mob}) the exponent of $L_{D_1}$ is $(-1)^{|C_1|-|D_1|}\sum_{D_2\subseteq C_2}(-1)^{|C_2|-|D_2|}=0$, and likewise for $L_{D_2}$, so $\ell_C=1$. Disconnected clusters need not be listed, and CCE is exact once $M$ reaches the largest connected component of the coupling graph. In a dimensionless five-spin test with components $\{0,1,2\}$ and $\{3,4\}$ (parameters in the numerical output), propagation of electron plus bath with an explicit pulse gives $2\langle S_x\rangle=0.09205813$; $L^{(3)}$ gives the same, $L^{(2)}=0.0506$ does not, and every disconnected $\ell_C$ equals 1 to $10^{-15}$. With dipolar couplings the graph defined by $r_d$ drops nonzero couplings, and the neglected $\ell_C$ then differ from 1.

\section{The order $M$}

Scale $b\to\lambda b$ at fixed $A\tau$. Each $L_D$ is entire in $\lambda$ with $L_D(0)=1$, so $\ln L_D$ has a power series inside the largest disc free of zeros of $L_D$. Treat the Ising coefficient $J_{ij}$ and the flip-flop coefficient $f_{ij}$ of each pair as separate variables, and draw a monomial as a multigraph with one edge per factor.

\begin{enumerate}
\item Setting to zero all couplings that leave $D$ turns $L_B$ into $L_D$, since isolated spins give 1. A monomial with vertex set $V$ therefore has the same coefficient in every $\ln L_D$ with $D\supseteq V$ and is absent otherwise. In the logarithm of (\ref{mob}) it carries $\sum_{V\subseteq D\subseteq C}(-1)^{|C|-|D|}$, which vanishes unless $V=C$.
\item Setting to zero all couplings absent from the monomial keeps its coefficient. If its graph is disconnected, $\ln L$ is then a sum over components and holds no such product. The graph is connected.
\item Conjugation by $e^{i\pi I_k^z}$ reverses $I_k^{x,y}$ and leaves $I_k^z$ and $\rho$ fixed, so $L$ is unchanged when all $f$ at spin $k$ change sign. Every vertex has even flip-flop degree.
\item With all $f=0$, $L=1$, so there is at least one flip-flop edge. A nonempty multigraph of even degrees contains a cycle (a doubled edge counts), because a forest has a vertex of degree one.
\item A connected multigraph on $n$ vertices has a spanning tree of $n-1$ edges, and a cycle requires one more, so the order is at least $|C|$. By (\ref{even}) it is even.
\end{enumerate}
Therefore
\begin{equation}
\ln\ell_C=O(\lambda^{p}),\quad p(|C|)=2\lceil|C|/2\rceil,\qquad \ln L-\ln L^{(M)}=O(\lambda^{p(M+1)}).\label{ord}
\end{equation}
The Taylor coefficients of $\ln\ell_C$ were computed directly for a fully coupled five-spin model with unequal polarizations. Through order 6, all odd coefficients and all below $p$ are at most about $2\times10^{-13}$, and the coefficients at $p=2,4,4,6$ for one cluster of each size $2,\dots,5$ have moduli $1.19$, $1.05$, $0.288$, $6.14$, so the bound is attained in that model. Steps 3 and 4 need the secular form. With pseudosecular terms $\pm\frac12B_iI_i^x$ and a nuclear Zeeman term added, an isolated spin gives a factor independent of $\lambda$ instead of 1, so steps 1 and 2 still hold for the nonconstant terms and leave the tree bound $|C|-1$, and the tested triple has a coefficient of modulus $3.03$ at order 2.

By (\ref{ord}) orders 2 and 3 both have errors $O(\lambda^4)$, orders 4 and 5 both $O(\lambda^6)$. The statement concerns the power of $\lambda$, not the prefactor, which depends on the $A_i\tau$ and on the number of clusters. It holds as $\lambda\to0$. Once a zero of some $L_D(\lambda)$ lies within $|\lambda|<1$, the power series of $\ln L_D$ diverges at $\lambda=1$, and the order need not indicate the size of the error there.

The model bath puts protons on a simple cubic lattice of spacing $a_0=0.25$ nm (density $n=64$ nm$^{-3}$), field along a cube axis, electron at a cube centre, sites within $0.5$ nm empty. Then $a=0.49678$ and $d=7.547\times10^{-4}$ nm$^3$ rad/$\mu$s, and the largest coupling, for neighbours along $z$, is $|b|=d/a_0^3=0.0483$ rad/$\mu$s. For one cube of eight sites with corner at $(0.625,0.125,0.375)$ nm, the absolute errors $L^{(M)}-L$ against diagonalization of the eight-spin model are:

\begin{center}
\begin{tabular}{lccc}
$\tau$ ($\mu$s) & 2 & 10 & 30\\
$|b|_{\max}\tau$ & 0.097 & 0.48 & 1.45\\
$L$ & 0.99817 & 0.66722 & 0.42668\\
$M=2$ & $-6.4\times10^{-6}$ & $-2.5\times10^{-2}$ & $-0.18$\\
$M=3$ & $+6.1\times10^{-9}$ & $+2.4\times10^{-3}$ & $+0.75$\\
$M=4$ & $+9.0\times10^{-11}$ & $-9.6\times10^{-5}$ & $-0.21$\\
$M=5$ & $-1.8\times10^{-12}$ & $-1.5\times10^{-4}$ & $+0.040$\\
$M=7$ & $-2.9\times10^{-14}$ & $-2.4\times10^{-6}$ & $-0.020$
\end{tabular}
\end{center}

At $\tau=2\ \mu$s the $M=2$ error is $6.4\times10^{-6}/1.83\times10^{-3}=0.35\%$ of the decay $1-L$. Order 3 reduces it about a thousandfold although the power of $\lambda$ is the same: here the fourth-order terms of $\ln\ell_C$ sum to $6.5\times10^{-6}$ over the triples and to $2.6\times10^{-8}$ over the four-spin clusters, a ratio of about 250. The rest of the gain is a cancellation within the four-spin clusters: their sixth-order terms sum to $-3.2\times10^{-8}$, slightly more in size than the fourth-order sum, and leave about $-6\times10^{-9}$. Scaling all $A_i$ down together shows why the ratio is large: the fourth-order terms fall as $A^2$ for triples and as $A^4$ for four-spin clusters, and $|A_i|\tau$ is at most $0.67$ here. At $10\ \mu$s the error grows from $M=4$ to $M=5$, so convergence is not monotonic. At $30\ \mu$s, $L^{(3)}=0.427+0.746=1.17$ exceeds the bound $|L|\le1$, and $M=7$ of 8 still errs by $5\%$ of $L$, while $M=8$ is correct to rounding.

For a dense bath like this lattice, where every interior spin has two neighbours coupled by $|b|_{\max}$ and four by half of it, this means: judge $M$ by $|b|_{\max}\tau$ at the longest time of interest; check $M=2$ against $M=4$ where affordable, because the change from 2 to 3 leaves out the four-spin terms of the same order $\lambda^4$ (small in the cube at $2\ \mu$s: $0.4\%$ of the triple terms, and $4\%$ and $1\%$ with all $A_i$ scaled by 4 and 10); and do not expect a modest $M$ to suffice when $|b|_{\max}\tau$ is of order one. Where the strong couplings form isolated small groups the criterion is too strict, since factorization makes $M$ equal to the group size exact for uncoupled groups at any $b\tau$.

\section{The pair signal}

For two spins the states $\uparrow\uparrow$ and $\downarrow\downarrow$ are eigenstates of both $H_\pm$ and contribute 1. On $\{\uparrow\downarrow,\downarrow\uparrow\}$ the hyperfine term is $\pm\frac12(\frac12A_i-\frac12A_j)\sigma_z$, the flip-flop element is $-b/2$ and the Ising term is a constant, so with $\Delta=A_i-A_j$
\begin{equation}
H_\pm=\pm\tfrac{\Delta}{4}\sigma_z-\tfrac b2\sigma_x=\omega\,\mathbf n_\pm\!\cdot\boldsymbol\sigma,\qquad\omega=\tfrac14\sqrt{\Delta^2+4b^2}.
\end{equation}
With $c=\cos\omega\tau$, $s=\sin\omega\tau$, $U_\pm=c-is\,\mathbf n_\pm\!\cdot\boldsymbol\sigma$ and $(\mathbf u\cdot\boldsymbol\sigma)(\mathbf v\cdot\boldsymbol\sigma)=\mathbf u\cdot\mathbf v+i(\mathbf u\times\mathbf v)\cdot\boldsymbol\sigma$,
\begin{equation}
U_\mp U_\pm=\alpha-i(\mathbf p\pm\mathbf q)\cdot\boldsymbol\sigma,\quad \mathbf p=cs(\mathbf n_++\mathbf n_-),\quad\mathbf q=s^2\,\mathbf n_-\!\times\mathbf n_+ ,
\end{equation}
with $\alpha=c^2-s^2\mathbf n_+\!\cdot\mathbf n_-$. Half the trace of $(U_+U_-)^\dagger U_-U_+$ is $\alpha^2+(\mathbf p-\mathbf q)\cdot(\mathbf p+\mathbf q)=\alpha^2+p^2-q^2$. Unitarity with $\mathbf p\perp\mathbf q$ gives $\alpha^2+p^2+q^2=1$, so the value is $1-2q^2$. From $\mathbf n_\pm=(-b/2,0,\pm\Delta/4)/\omega$, $|\mathbf n_-\times\mathbf n_+|=2\cdot\frac{|b|}2\frac{|\Delta|}4/\omega^2$. The two active states carry half the weight of a mixed state, so $L=\frac12+\frac12(1-2q^2)$:
\begin{equation}
1-L=\frac{\Delta^2b^2}{16\,\omega^4}\sin^4\omega\tau=\frac{16\Delta^2b^2}{(\Delta^2+4b^2)^2}\sin^4\omega\tau .\label{pair}
\end{equation}
This was tested against diagonalization. It vanishes for $\Delta=0$ or $b=0$ and starts as $\Delta^2b^2\tau^4/16$. At $\omega\tau=\pi/2$ the minimum is $L=[(\Delta^2-4b^2)/(\Delta^2+4b^2)]^2$.

We have shown that the expansion is exact once $M$ reaches the largest connected component, found how the error of order $M$ scales for weak dipolar coupling, and derived the pair signal in closed form. It remains to set the bath radius $R$ and the pair distance $r_d$, and to deal with division by small cluster signals.
